# k-Point Choice for a Defect Level in a Cubic Supercell: a program that tests the result

```python
# Result under test: a defect band E(k) = e0 + 2 t sum_i cos(k_i L) on a simple
# cubic superlattice equals the isolated level e0 at Q = (1/4,1/4,1/4)(2 pi/L),
# but e0 + 6 t at Gamma. Longer hops leave an error -6 t(2L) at Q.
# Symbols: L supercell edge (nm), t hopping (eV), kappa decay constant (1/nm),
# S lattice sum of exp(-kappa R)/R with Bloch phases, f fractional k point.
# The explicit defect is a zero-range well in a parabolic band; energies in eV
# are measured from the conduction-band edge.
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc

GAMMA = np.zeros(3)
Q = np.full(3, 0.25)

# ---------- real-space ring of 8 x 8 x 8 supercells ----------
n_ring = 8


def shell_matrix(kind):
    """Sum of translations over all vectors equivalent to kind."""
    vectors = set()
    for perm in itertools.permutations(kind):
        for signs in itertools.product((1, -1), repeat=3):
            vectors.add(tuple(s * p for s, p in zip(signs, perm)))
    total = np.zeros((n_ring**3, n_ring**3))
    for v in vectors:
        a, b, c = [np.roll(np.eye(n_ring), shift, axis=0) for shift in v]
        total += np.kron(np.kron(a, b), c)
    return total


def bloch_vector(f):
    cells = np.array(list(itertools.product(range(n_ring), repeat=3)))
    return np.exp(2j * np.pi * cells @ f)


e_site, hop, overlap = -1.5, -0.07, 0.03
one = np.eye(n_ring**3)
near = shell_matrix((1, 0, 0))
ham = e_site * one + hop * near
angles = 2 * np.pi * np.arange(n_ring) / n_ring
cx, cy, cz = np.meshgrid(*[np.cos(angles)] * 3, indexing="ij")
band = np.sort((e_site + 2 * hop * (cx + cy + cz)).ravel())
assert np.allclose(np.linalg.eigvalsh(ham), band, atol=1e-10)
v_q, v_g = bloch_vector(Q), bloch_vector(GAMMA)
assert np.allclose(ham @ v_q, e_site * v_q, atol=1e-10)
assert np.allclose(ham @ v_g, (e_site + 6 * hop) * v_g, atol=1e-10)

# non-orthogonal orbitals: hop_s is the full off-diagonal matrix element
hop_s = -0.12
ham_s = e_site * one + hop_s * near
ovl = one + overlap * near
lowest = eigh(ham_s, ovl, eigvals_only=True)[0]
assert abs(lowest - (e_site + 6 * hop_s) / (1 + 6 * overlap)) < 1e-10
assert np.allclose(ham_s @ v_q, e_site * (ovl @ v_q), atol=1e-10)

# shells with an odd component drop out at Q; (2,0,0) survives with weight -6
for kind in ((1, 1, 0), (1, 1, 1), (2, 1, 0)):
    assert np.max(np.abs(shell_matrix(kind) @ v_q)) < 1e-10
assert np.allclose(shell_matrix((2, 0, 0)) @ v_q, -6 * v_q, atol=1e-10)

# ---------- zero-range defects in a parabolic band ----------
h2_free = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
mass = 0.2            # rough electron mass of the oxide, in m_e
depth = 1.5           # rough depth of the isolated level, eV
a_cell = 0.51         # rough cubic cell edge, nm
h2 = h2_free / mass
kappa0 = np.sqrt(depth / h2)
grid = np.array([n for n in itertools.product(range(-12, 13), repeat=3)
                 if any(n)])


def lattice_sum(kappa, cell, f):
    dist = np.linalg.norm(grid @ cell, axis=1)
    return np.sum(np.cos(2 * np.pi * grid @ f) * np.exp(-kappa * dist) / dist)


def solve_kappa(cell, f, k_iso):
    return brentq(lambda k: k - lattice_sum(k, cell, f) - k_iso,
                  0.5 * k_iso, 3 * k_iso, xtol=1e-13, rtol=1e-13)


def level_error(cell, f, m_rel=mass):
    """Supercell level minus isolated level, eV."""
    pref = h2_free / m_rel
    k_iso = np.sqrt(depth / pref)
    k = solve_kappa(cell, f, k_iso)
    return -pref * (k - k_iso) * (k + k_iso)


def hopping(dist):
    return -2 * h2 * kappa0 * np.exp(-kappa0 * dist) / dist


def plane_wave_kappa0(kappa, edge, f):
    """Isolated decay constant implied by the plane-wave sum at kappa.
    A second, strongly decaying source (k_reg) removes the divergence."""
    k_reg = 12.0
    sums, sizes = [], (30, 60)
    for n_max in sizes:
        n = np.arange(-n_max, n_max + 1)
        sq = [(2 * np.pi / edge * (n + fi))**2 for fi in f]
        q2 = sq[0][:, None, None] + sq[1][None, :, None] + sq[2][None, None, :]
        term = (k_reg**2 - kappa**2) / ((q2 + kappa**2) * (q2 + k_reg**2))
        sums.append(4 * np.pi / edge**3 * term.sum())
    wa, wb = sizes[0] + 0.5, sizes[1] + 0.5      # cutoff tail falls as 1/w
    return k_reg - (wb * sums[1] - wa * sums[0]) / (wb - wa)


edge1 = 2 * a_cell
cube1 = edge1 * np.eye(3)
for f in (GAMMA, Q):
    k_band = solve_kappa(cube1, f, kappa0)
    # tolerance: remaining cutoff error of the extrapolated sum
    assert abs(plane_wave_kappa0(k_band, edge1, f) - kappa0) < 2e-3

# large-cell limits of both errors
big = 4.0
ratio_g = level_error(big * np.eye(3), GAMMA) / (6 * hopping(big))
mid = 2.5
ratio_q = level_error(mid * np.eye(3), Q) / (-6 * hopping(2 * mid))
assert abs(ratio_g - 1) < 0.03      # second shell still adds about a percent
assert abs(ratio_q - 1) < 0.02

# ---------- finite-range defect: Gaussian well, plane-wave diagonalization ----
width = 0.10          # nm, well = -v0 exp(-r^2 / (2 width^2))
dr = 0.0005
r = dr * np.arange(1, 10001)


def isolated_gaussian(v0):
    diag = 2 * h2 / dr**2 - v0 * np.exp(-r**2 / (2 * width**2))
    off = np.full(len(r) - 1, -h2 / dr**2)
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


v0 = brentq(lambda v: isolated_gaussian(v) + depth, 20, 120, xtol=1e-5)


def gaussian_level(f, n_max):
    n = np.array(list(itertools.product(range(-n_max, n_max + 1), repeat=3)))
    g = 2 * np.pi / edge1 * n
    sq = np.sum(g**2, axis=1)
    diff2 = np.maximum(sq[:, None] + sq[None, :] - 2 * g @ g.T, 0)
    h = (-v0 * (2 * np.pi)**1.5 * width**3 / edge1**3
         * np.exp(-diff2 * width**2 / 2))
    h[np.diag_indices_from(h)] += h2 * np.sum(
        (g + 2 * np.pi / edge1 * f)**2, axis=1)
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


gauss_g = gaussian_level(GAMMA, 5) + depth
gauss_q5 = gaussian_level(Q, 5) + depth
gauss_q = gaussian_level(Q, 6) + depth
assert abs(gauss_q - gauss_q5) < 2e-3          # basis convergence
assert abs(gauss_q) < 0.1 * abs(gauss_g)

# ---------- charged cell: potential of images and background at a site --------


def site_potential(eta):
    """Ewald sum for unit charge and unit edge, own charge excluded."""
    n = np.array([v for v in itertools.product(range(-6, 7), repeat=3)
                  if any(v)])
    d = np.linalg.norm(n, axis=1)
    g2 = (2 * np.pi * d)**2
    return (np.sum(erfc(eta * d) / d)
            + np.sum(4 * np.pi / g2 * np.exp(-g2 / (4 * eta**2)))
            - np.pi / eta**2 - 2 * eta / np.sqrt(np.pi))


axis2 = np.arange(-60, 61)**2
dist = np.sqrt((axis2[:, None, None] + axis2[None, :, None]
                + axis2[None, None, :]).astype(float)).ravel()
dist = dist[dist > 0]


def screened(k):
    return np.sum(np.exp(-k * dist) / dist) - 4 * np.pi / k**2 - k


madelung = -site_potential(2.0)
direct = -(4 * screened(0.4) - screened(0.8)) / 3     # limit of no screening
assert abs(madelung - direct) < 1e-3                  # quartic remainder
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
eps_el, eps_st = 4.5, 20.0      # rough electronic and static permittivity

# ---------- other neglected effects in the smallest cell ----------
ratios = np.array([0.7, 1.0, 1.4])        # masses along x, y, z over mass
aniso = cube1 * np.sqrt(ratios)           # coordinates with isotropic mass
beta = np.radians(99.0)
mono = edge1 * np.array([[1, 0, 0], [0, 1, 0],
                         [np.cos(beta), 0, np.sin(beta)]])
Q_FLIP = np.array([0.25, 0.25, -0.25])
mono_a, mono_b = level_error(mono, Q), level_error(mono, Q_FLIP)
assert mono_a * mono_b < 0
assert abs(mono_a + mono_b) / 2 < 0.5 * max(abs(mono_a), abs(mono_b))
assert abs(level_error(aniso, Q)) < 0.1 * abs(level_error(aniso, GAMMA))

# ---------- printed results ----------
print(f"isolated level below band edge: {depth:.2f} eV")
print(f"electron mass: {mass:.2f} m_e; cubic cell edge: {a_cell:.2f} nm")
print(f"hbar^2/(2m): {h2:.4f} eV nm^2; kappa0: {kappa0:.4f} 1/nm")
print("errors = supercell level minus isolated level")
for cells in (2, 3, 4):
    edge = cells * a_cell
    err_g = level_error(edge * np.eye(3), GAMMA)
    err_q = level_error(edge * np.eye(3), Q)
    assert abs(err_q) < 0.1 * abs(err_g)
    print(f"L = {edge:.2f} nm: kappa0 L = {kappa0 * edge:.3f}, "
          f"t(L) = {1e3 * hopping(edge):.3f} meV")
    print(f"  nearest-neighbour Gamma error 6t: {6e3 * hopping(edge):.2f} meV")
    print(f"  all-shell Gamma error: {1e3 * err_g:.2f} meV")
    print(f"  all-shell Q error: {1e3 * err_q:.4f} meV")
    print(f"  first-order Q error -6t(2L): {-6e3 * hopping(2 * edge):.4f} meV")
print("first-order shell terms at Gamma, smallest cell:")
for name, count, length in (("100", 6, 1), ("110", 12, 2**0.5),
                            ("111", 8, 3**0.5), ("200", 6, 2)):
    print(f"  ({name}): {1e3 * count * hopping(length * edge1):.2f} meV")
print(f"Gamma error / 6t(L) at L = {big:.1f} nm: {ratio_g:.4f}")
print(f"Q error / (-6t(2L)) at L = {mid:.1f} nm: {ratio_q:.4f}")
print(f"overlap test: e0 = {e_site:.2f} eV, h = {hop_s:.2f} eV, "
      f"s = {overlap:.2f}")
print(f"  lowest level (Gamma): {lowest:.4f} eV")
print(f"Gaussian well: width {width:.2f} nm, depth {v0:.2f} eV, "
      f"L = {edge1:.2f} nm")
print(f"  Gamma error: {1e3 * gauss_g:.1f} meV; Q error: {1e3 * gauss_q:.1f} meV")
print(f"Madelung constant: Ewald {madelung:.5f}, direct {direct:.5f}")
for eps in (eps_el, eps_st):
    for cells in (2, 4):
        shift = madelung * coulomb / (eps * cells * a_cell)
        print(f"image shift, q=+1, eps={eps:.1f}, L={cells * a_cell:.2f} nm: "
              f"{shift:.3f} eV")
print("other neglected effects, L = %.2f nm:" % edge1)
print("  mass ratios x,y,z: " + ", ".join(f"{x:.1f}" for x in ratios))
print(f"    Gamma error: {1e3 * level_error(aniso, GAMMA):.1f} meV; "
      f"Q error: {1e3 * level_error(aniso, Q):.2f} meV")
print(f"  mass {2 * mass:.1f} m_e: Gamma error "
      f"{1e3 * level_error(cube1, GAMMA, 2 * mass):.1f} meV; "
      f"Q error {1e3 * level_error(cube1, Q, 2 * mass):.3f} meV")
print(f"  monoclinic angle {np.degrees(beta):.0f} deg: "
      f"error at (1/4,1/4,1/4) {1e3 * mono_a:.2f} meV")
print(f"    at (1/4,1/4,-1/4) {1e3 * mono_b:.2f} meV; "
      f"mean {1e3 * (mono_a + mono_b) / 2:.2f} meV")
print(f"  thermal energy at 358 K: {1e3 * const.k * 358 / const.e:.1f} meV")
print("done: every assertion held")
```

Running it gives:

```
isolated level below band edge: 1.50 eV
electron mass: 0.20 m_e; cubic cell edge: 0.51 nm
hbar^2/(2m): 0.1905 eV nm^2; kappa0: 2.8061 1/nm
errors = supercell level minus isolated level
L = 1.02 nm: kappa0 L = 2.862, t(L) = -59.894 meV
  nearest-neighbour Gamma error 6t: -359.37 meV
  all-shell Gamma error: -404.21 meV
  all-shell Q error: 9.1628 meV
  first-order Q error -6t(2L): 10.2677 meV
L = 1.53 nm: kappa0 L = 4.293, t(L) = -9.545 meV
  nearest-neighbour Gamma error 6t: -57.27 meV
  all-shell Gamma error: -67.29 meV
  all-shell Q error: 0.3763 meV
  first-order Q error -6t(2L): 0.3912 meV
L = 2.04 nm: kappa0 L = 5.724, t(L) = -1.711 meV
  nearest-neighbour Gamma error 6t: -10.27 meV
  all-shell Gamma error: -11.53 meV
  all-shell Q error: 0.0166 meV
  first-order Q error -6t(2L): 0.0168 meV
first-order shell terms at Gamma, smallest cell:
  (100): -359.37 meV
  (110): -155.30 meV
  (111): -34.04 meV
  (200): -10.27 meV
Gamma error / 6t(L) at L = 4.0 nm: 1.0137
Q error / (-6t(2L)) at L = 2.5 nm: 0.9958
overlap test: e0 = -1.50 eV, h = -0.12 eV, s = 0.03
  lowest level (Gamma): -1.8814 eV
Gaussian well: width 0.10 nm, depth 38.40 eV, L = 1.02 nm
  Gamma error: -632.6 meV; Q error: 12.7 meV
Madelung constant: Ewald 2.83730, direct 2.83747
image shift, q=+1, eps=4.5, L=1.02 nm: 0.890 eV
image shift, q=+1, eps=4.5, L=2.04 nm: 0.445 eV
image shift, q=+1, eps=20.0, L=1.02 nm: 0.200 eV
image shift, q=+1, eps=20.0, L=2.04 nm: 0.100 eV
other neglected effects, L = 1.02 nm:
  mass ratios x,y,z: 0.7, 1.0, 1.4
    Gamma error: -439.6 meV; Q error: 13.73 meV
  mass 0.4 m_e: Gamma error -91.5 meV; Q error 0.647 meV
  monoclinic angle 99 deg: error at (1/4,1/4,1/4) 30.63 meV
    at (1/4,1/4,-1/4) -11.75 meV; mean 9.44 meV
  thermal energy at 358 K: 30.9 meV
done: every assertion held
```
